Fixed Interlayer Charge and Its First Moment in Contact Barriers, part 1

(Sections cited here and not found follow in the second part.)

## First half: the drop across the interlayer

A model contact has an interlayer 2.0 nm thick between a metal and an n-type semiconductor. Without fixed charge in the interlayer its electron barrier is 0.644 V. Three different charge distributions are then put into the interlayer, one at a time. Their totals are 5.00, 3.75 and 0 in units of 10¹² e/cm², where e is the elementary charge. All three lower the barrier to 0.569 V. A fourth distribution has the same total as the first, 5.00, but lies closer to the metal, and it lowers the barrier only to 0.594 V. In this model, with an ideal metal, the total charge is evidently the wrong quantity to look at: it can vanish without removing the effect, and it can stay the same while the effect changes.

### The arrangement

The metal surface is the plane x = 0. The interlayer fills 0 < x < d, and the semiconductor fills x > d. Everything is uniform along the planes, so the fields depend on x alone. The metal is an ideal conductor: there is no field inside it, and its charge is a sheet at x = 0.

Three charges per unit area enter:

σ_m = charge on the metal surface
Q_f = total fixed charge in the interlayer
Q_s = all charge on the semiconductor side, including states at its surface

Fixed means that the charge does not change when the potential changes. The contact as a whole is neutral and has no field far away on either side:

σ_m + Q_f + Q_s = 0.

The electrostatic potential is φ, and the drop across the interlayer is counted from the metal to the semiconductor:

Δ = φ(0) − φ(d).

Since the field is E = −dφ/dx, this is also

Δ = ∫₀ᵈ E dx.

A positive Δ means that the metal side is at the higher potential. The interlayer has permittivity ε, taken as uniform for the present, so the displacement is D = εE.

### One charged sheet

The simplest fixed charge is a single sheet Q_f at x = a. Gauss's law gives the displacement on each side of it. Just outside the metal D equals σ_m, because D is zero inside the metal and rises by the surface charge. It keeps this value up to the sheet and then rises by Q_f:

D = σ_m for 0 < x < a,
D = σ_m + Q_f for a < x < d.

The drop is the sum of the two pieces, each with its own length:

Δ = [σ_m a + (σ_m + Q_f)(d − a)]/ε
= [σ_m d + Q_f(d − a)]/ε.

Here the terms σ_m a and σ_m(d − a) have been added. Neutrality now removes the metal charge, σ_m = −Q_f − Q_s:

Δ = [−Q_f d − Q_s d + Q_f d − Q_f a]/ε
= −(Q_s d + Q_f a)/ε.

The two terms Q_f d have cancelled. What is left of the sheet is the product of its charge and its distance from the metal. If Q_s is held fixed while the sheet is inserted, the drop changes by −Q_f a/ε.

The two ends make this plain. For a → 0 the sheet lies on the metal, the metal supplies an equal and opposite charge at the same place, and nothing happens to the drop. For a → d the whole thickness lies between the sheet and its countercharge on the metal, and the change is −Q_f d/ε. That is the largest magnitude a sheet of given charge can produce inside this interlayer at fixed Q_s.

The sign can be followed physically. A positive sheet with Q_s fixed draws an equal negative charge onto the metal. The field between the two points towards the metal, so the potential rises on the way from the metal to the semiconductor, and Δ falls.

### A continuous distribution

Let the fixed charge have the density ρ(x), so that

Q_f = ∫₀ᵈ ρ(x) dx.

One could add up sheets, since the equations are linear. Starting again from Gauss's law shows where the weight comes from. The displacement at x is the metal charge plus all fixed charge already passed:

D(x) = σ_m + ∫₀ˣ ρ(y) dy.

Integrating D/ε over the layer gives

Δ = (1/ε)[σ_m d + ∫₀ᵈ dx ∫₀ˣ dy ρ(y)].

The double integral covers the triangle 0 < y < x < d. For a given y, the variable x runs from y to d, an interval of length d − y. Doing the x integration first therefore gives

∫₀ᵈ dx ∫₀ˣ dy ρ(y) = ∫₀ᵈ (d − y)ρ(y) dy.

In words, a charge at y contributes to the field over the rest of the way to the semiconductor. Define the first moment relative to the metal,

M = ∫₀ᵈ xρ(x) dx.

The integral of (d − y)ρ(y) is then Q_f d − M, and

Δ = [σ_m d + Q_f d − M]/ε.

Neutrality replaces σ_m + Q_f by −Q_s:

Δ = −(Q_s d + M)/ε.  (A)

This is the central electrostatic result. At fixed Q_s, the fixed charge changes the drop by −M/ε. I shall call this the bare shift, because the semiconductor has not yet been allowed to respond.

The quantity in the bracket of (A) is a dipole moment per unit area. It is the moment of the metal sheet at x = 0, the fixed charge where it lies, and the charge Q_s placed at x = d. The part of Q_s that lies deeper in the semiconductor also causes a potential drop there, but that drop is the band bending and does not belong to Δ. A fixed sheet lying at x = d may be counted in M with weight d; it must then not be counted in Q_s as well.

### Five profiles

Write s = x/d, and let Q₀ be a reference charge per area with ρ₀ = Q₀/d. Consider these densities.

Metal-weighted: ρ = 2ρ₀(1 − s).
Uniform: ρ = ρ₀.
Semiconductor-weighted: ρ = 2ρ₀s.
Reduced: ρ = (3/2)ρ₀s.
Zero-total: ρ = 3ρ₀(2s − 1).

The totals follow from ∫₀¹ ds = 1 and ∫₀¹ s ds = 1/2. They are Q₀, Q₀, Q₀, (3/4)Q₀ and 0. The moments also need ∫₀¹ s² ds = 1/3. Since M/d = d∫₀¹ sρ ds, one finds in the same order

M/d = 2Q₀(1/2 − 1/3) = Q₀/3,
M/d = Q₀/2,
M/d = 2Q₀/3,
M/d = (3/2)(Q₀/3) = Q₀/2,
M/d = 3Q₀(2/3 − 1/2) = Q₀/2.

The first three have equal totals and different moments. The uniform, reduced and zero-total profiles have equal moments and different totals. These last three are the distributions of the opening observation, and the metal-weighted profile is the fourth one there.

For numbers, take a relative permittivity of 8 and d = 2.0 nm. The capacitance of the interlayer per unit area is

C_i = ε/d = 3.542 μF/cm².

Take Q₀ = 5.00 × 10¹² e/cm². A charge of 10¹² e/cm² is 0.1602 μC/cm², so Q₀ = 0.801 μC/cm² and

Q₀/C_i = 0.801/3.542 V = 0.226 V.

The bare shift is −M/ε = −(M/d)/C_i. It is −0.075 V for the metal-weighted profile, −0.113 V for the three profiles of equal moment, and −0.151 V for the semiconductor-weighted one.

The combination M/d has a direct meaning: it is the charge that would have to sit as a sheet at x = d to give the same drop at the same Q_s. One may also speak of a centroid M/Q_f, the position at which the whole charge could be concentrated. If the charge has both signs, this position can lie outside the interlayer, and for the zero-total profile it does not exist, since there is no net charge to concentrate. M/d remains defined in every case. The moment is therefore the more general quantity.

### How zero charge makes a drop

The zero-total profile deserves a look at its field. Set Q_s = 0. Neutrality then gives σ_m = 0, and Gauss's law gives

D = ∫₀ˣ ρ dy = 3Q₀ ∫₀ˢ (2u − 1) du = 3Q₀(s² − s).

D vanishes at both faces and is negative between them. The negative charge near the metal and the positive charge near the semiconductor form a dipole layer. Its drop is

Δ = (d/ε)∫₀¹ 3Q₀(s² − s) ds = 3(Q₀/C_i)(1/3 − 1/2) = −Q₀/(2C_i).

For the uniform profile at Q_s = 0 the metal carries −Q₀, and

D = −Q₀ + Q₀s = −Q₀(1 − s),
Δ = −(Q₀/C_i)(1 − 1/2) = −Q₀/(2C_i).

The two fields differ at nearly every point but have the same integral. This also shows what the moment does not settle. At the middle of the layer, the potential relative to the metal is minus the integral of D/ε from s = 0 to 1/2. For the uniform profile it is

(Q₀/C_i)(1/2 − 1/8) = (3/8)(Q₀/C_i) = 0.085 V,

and for the zero-total profile it is

−3(Q₀/C_i)(1/24 − 1/8) = (1/4)(Q₀/C_i) = 0.057 V.

Equal moments thus give equal end-to-end drops at equal Q_s, but not equal potentials inside the interlayer. A quantity that depends on the internal shape, such as the tunnelling probability through the layer, needs more than M.

### Which electrode?

The moment of a charged distribution depends on the point from which distances are measured. Relative to the semiconductor face it is

M_s = ∫₀ᵈ (x − d)ρ dx = M − Q_f d.

Before the metal charge was eliminated, the drop stood as [σ_m d + Q_f d − M]/ε. In terms of M_s this is

Δ = (σ_m d − M_s)/ε.  (B)

Forms (A) and (B) describe the same drop. They differ in which electrode charge is kept as the second variable. The moment relative to the metal belongs with Q_s, and the moment relative to the semiconductor belongs with σ_m. In each case the electrode at the origin has no lever arm, so its charge drops out.

For fixed charge of one sign, the distinction changes even the sign of the shift. Add the uniform charge at fixed Q_s, and the drop changes by −M/ε = −0.113 V. Add it at fixed σ_m, and M_s = Q₀d/2 − Q₀d = −Q₀d/2, so the drop changes by +0.113 V. These are two different experiments: in the first the countercharge appears on the metal, in the second on the semiconductor. Using M_s while holding Q_s fixed would give an error of Q_f d/ε, which here is 0.226 V.

The dipole of the whole arrangement has no such ambiguity. If the origin is moved by b, every distance changes by −b, and the total moment changes by −b(σ_m + Q_f + Q_s) = 0.

For the barrier problem the metal is the useful origin. The charge on the semiconductor side is a function of the barrier, as will be seen, whereas the metal supplies whatever charge neutrality demands.

### A graded interlayer

Now let the permittivity depend on position, ε(x). Gauss's law for D is unchanged, but each element of length contributes D dx/ε(x) to the drop. Define

t(x) = ∫₀ˣ dy/ε(y).

This is the inverse capacitance per area of the part between the metal and x. The drop is

Δ = ∫₀ᵈ [σ_m + ∫₀ˣ ρ(y) dy] dx/ε(x).

Exchange the integrations as before. For given y, the integral of dx/ε(x) from y to d is t(d) − t(y), so

Δ = σ_m t(d) + ∫₀ᵈ ρ(y)[t(d) − t(y)] dy
= (σ_m + Q_f)t(d) − ∫₀ᵈ ρt dy
= −Q_s t(d) − ∫₀ᵈ ρt dx.  (C)

The weight of a charge is now its electrical distance t from the metal. For uniform ε one has t = x/ε, and (C) returns to (A). In another limit, let a sublayer next to the metal have a very large permittivity. Then t stays near zero throughout it, and charge inside it has almost no effect: the sublayer acts as an extension of the metal.

As an example, let the relative permittivity rise linearly from 8 at the metal to 16 at the semiconductor, so that ε(x) = ε_a(1 + s), where ε_a is the value at the metal. Then

t = (d/ε_a) ln(1 + s).

Two integrals are needed. The first is

∫₀¹ ln(1 + s) ds = 2 ln 2 − 1 = 0.3863.

The second follows by parts, with s²/(1 + s) = s − 1 + 1/(1 + s):

∫₀¹ s ln(1 + s) ds = (1/2)ln 2 − (1/2)(1/2 − 1 + ln 2) = 1/4.

With d/ε_a = 1/C_i as before, the uniform profile has the bare shift

−0.3863 × 0.226 V = −0.087 V,

and the zero-total profile has

−3(2 × 1/4 − 0.3863) × 0.226 V = −0.077 V.

Their plain moments are equal, but their shifts are not. The replacement of total charge by M therefore rests on uniform permittivity; in a graded layer the moment weighted with t takes its place.

## Second half: the barrier when the semiconductor responds

The metal surface is at x = 0, the interlayer of thickness d and permittivity ε ends at x = d, and C_i = ε/d. The fixed charge ρ(x) has the total Q_f and the first moment M = ∫₀ᵈ xρ dx. With σ_m on the metal and Q_s on the semiconductor side, neutrality reads σ_m + Q_f + Q_s = 0, and the drop Δ = φ(0) − φ(d) is

Δ = −(Q_s d + M)/ε.  (A)

For graded permittivity, t(x) = ∫₀ˣ dy/ε(y) replaces x/ε. The bare shift −M/ε holds at fixed Q_s. The reference charge is Q₀ = 5.00 × 10¹² e/cm², with Q₀/C_i = 0.226 V. The uniform, reduced and zero-total profiles share M/d = Q₀/2 and have totals Q₀, (3/4)Q₀ and 0.

### From the drop to the barrier

Let q be the elementary charge, E_F the common Fermi level in equilibrium, and E_c the conduction-band edge. The electron barrier, in volts, is

φ_B = [E_c(d) − E_F]/q.

An electron has the potential energy −qφ. In going from the metal surface to the semiconductor surface, its local vacuum energy changes by −q[φ(d) − φ(0)] = +qΔ. At the metal this energy lies above E_F by the work function. At the semiconductor the band edge lies below it by the electron affinity. Hence

φ_B = φ_MX + Δ,

where φ_MX is the work function minus the affinity, divided by q. Any potential step at the two interfaces that does not depend on the charges considered here is included in φ_MX. Inserting (A) gives

φ_B = φ_MX − M/ε − Q_s/C_i.  (D)

Positive fixed charge lowers the electron barrier at fixed Q_s. But Q_s itself depends on φ_B, and this dependence decides how much of the bare shift survives.

At fixed semiconductor charge and uniform permittivity, the fixed charge shifts the drop, and with it the barrier, through its first moment M relative to the metal, not through its total. It remains to find how Q_s depends on the barrier, and how much of the bare shift then survives.

Numerical values quoted here were computed with a short program.
